# Hueckel Benzene as Three Coupled Ethylenes: Perturbation Orders and Convergence: a program that tests the result

```python
"""Hueckel benzene as three ethylenes coupled with strength lam.

Result under test: the six-electron energy in units of beta is
    E(lam) = 2(1+lam) + 4 sqrt(1-lam+lam^2)
           = 6 + 0 lam + (3/2) lam^2 + (3/4) lam^3 + ...
with radius of convergence one.  alpha = 0, beta < 0.
All matrices are divided by beta, so the ground state has the
LARGEST eigenvalue.  Sites (0,1), (2,3), (4,5) form the ethylenes;
lam multiplies the links (1,2), (3,4), (5,0).
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants


def links(pairs):
    matrix = np.zeros((6, 6))
    for p, q in pairs:
        matrix[p, q] = matrix[q, p] = 1.0
    return matrix


ethylenes = links([(0, 1), (2, 3), (4, 5)])
ring_coupling = links([(1, 2), (3, 4), (5, 0)])
chain_coupling = links([(1, 2), (3, 4)])


def six_electron_matrix(one_body):
    """One-body operator for three up and three down electrons."""
    dets = list(combinations(range(6), 3))
    index = {d: n for n, d in enumerate(dets)}
    same_spin = np.zeros((len(dets), len(dets)))
    for d in dets:
        for place, q in enumerate(d):
            for p in range(6):
                if p != q and p in d:
                    continue
                new = tuple(sorted(d[:place] + (p,) + d[place + 1:]))
                sign = (-1) ** (place + new.index(p))
                same_spin[index[new], index[d]] += sign * one_body[p, q]
    unit = np.eye(len(dets))
    return np.kron(same_spin, unit) + np.kron(unit, same_spin)


def perturbation_orders(h0, v, highest):
    """Rayleigh-Schroedinger orders for the top, isolated state of h0."""
    levels, vectors = np.linalg.eigh(h0)
    assert levels[-1] - levels[-2] > 1.0  # nondegenerate reference
    v_eig = vectors.T @ v @ vectors
    resolvent = np.zeros(len(levels))
    resolvent[:-1] = 1.0 / (levels[-1] - levels[:-1])
    start = np.zeros(len(levels))
    start[-1] = 1.0
    states, energies = [start], [levels[-1]]
    for n in range(1, highest + 1):
        v_state = v_eig @ states[n - 1]
        energies.append(v_state[-1])
        rhs = v_state.copy()
        for k in range(1, n):
            rhs -= energies[k] * states[n - k]
        states.append(resolvent * rhs)
    return np.array(energies)


def closed_energy(lam):
    return 2 * (1 + lam) + 4 * np.sqrt(1 - lam + lam**2)


def filled_energy(lam):
    levels = np.linalg.eigvalsh(ethylenes + lam * ring_coupling)
    return 2 * levels[-3:].sum()


# Orders from the full determinant space
n_max = 60
big_h0 = six_electron_matrix(ethylenes)
big_v = six_electron_matrix(ring_coupling)
orders = perturbation_orders(big_h0, big_v, n_max)
assert np.allclose(orders[:5], [6, 0, 1.5, 0.75, 3 / 32], atol=1e-10)

# Coefficients of the square root from its differential equation
root = [1.0]
for n in range(n_max):
    previous = root[n - 1] if n > 0 else 0.0
    root.append(((n - 0.5) * root[n] - (n - 2) * previous) / (n + 1))
assert np.allclose(orders[2:], 4 * np.array(root[2:]), atol=1e-9)

# Closed energy against one-electron and six-electron diagonalization
for lam in (-0.9, -0.4, 0.3, 0.5, 1.0, 1.2):
    assert abs(filled_energy(lam) - closed_energy(lam)) < 1e-11
top = np.linalg.eigvalsh(big_h0 + 0.6 * big_v)[-1]
assert abs(top - closed_energy(0.6)) < 1e-10
beyond = 2 * abs(1 - 1.5) + 4 * np.sqrt(1 + 1.5 + 1.5**2)
assert abs(filled_energy(-1.5) - beyond) < 1e-11
assert abs(filled_energy(-1.5) - closed_energy(-1.5)) > 1.0

# Sums over bonding and antibonding fragment orbitals
bonding = np.zeros((6, 3))
antibonding = np.zeros((6, 3))
for cell in range(3):
    bonding[2 * cell:2 * cell + 2, cell] = np.array([1, 1]) / np.sqrt(2)
    antibonding[2 * cell:2 * cell + 2, cell] = np.array([1, -1]) / np.sqrt(2)
v_bb = bonding.T @ ring_coupling @ bonding
v_aa = antibonding.T @ ring_coupling @ antibonding
v_ba = bonding.T @ ring_coupling @ antibonding
gap = 2.0
first_sum = 2 * np.trace(v_bb)
second_sum = 2 * np.sum(v_ba**2) / gap
particle_part = 2 * np.trace(v_ba @ v_aa @ v_ba.T) / gap**2
hole_part = -2 * np.trace(v_ba @ v_ba.T @ v_bb) / gap**2
assert abs(first_sum - orders[1]) < 1e-10
assert abs(second_sum - orders[2]) < 1e-10
assert abs(particle_part + hole_part - orders[3]) < 1e-10

# Opening the ring removes the third order
chain = perturbation_orders(big_h0, six_electron_matrix(chain_coupling), 3)
assert abs(chain[3]) < 1e-10 and abs(chain[2] - 1) < 1e-10

# Where occupied and empty partner levels meet, and in what manner
for lam in (0.3 + 0.4j, -0.8 + 0.2j, 1.1 - 0.7j):
    determinant = np.linalg.det(ethylenes + lam * ring_coupling)
    assert abs(determinant + (1 + lam**3) ** 2) < 1e-11
branch_point = np.exp(1j * np.pi / 3)


def ranks(lam):
    matrix = ethylenes + lam * ring_coupling
    return [int(np.linalg.matrix_rank(m, tol=1e-9))
            for m in (matrix, matrix @ matrix)]


branch_ranks, crossing_ranks = ranks(branch_point), ranks(-1.0)
assert branch_ranks == [4, 2]    # defective: rank falls on squaring
assert crossing_ranks == [4, 4]  # diagonalizable crossing

# Radius estimated from the computed orders alone.  The n^(3/2) factor
# removes square-root decay; the remaining error is of order 1/n^2.
n_values = np.arange(n_max + 1)
scaled = orders * n_values**1.5
upper = scaled[-2]**2 - scaled[-3] * scaled[-1]
lower = scaled[-3]**2 - scaled[-4] * scaled[-2]
radius_estimate = np.sqrt(lower / upper)
assert abs(radius_estimate - 1) < 3e-3


def large_order(n):
    return (-4 * 3**0.25 / np.sqrt(np.pi) * n**-1.5
            * np.cos(n * np.pi / 3 + np.pi / 12))


for n in range(30, n_max + 1):  # next correction falls as n^(-5/2)
    assert abs(orders[n] - large_order(float(n))) * n**2.5 < 5


def partial_sum(lam, n):
    return float(np.sum(orders[:n + 1] * lam ** n_values[:n + 1]))


assert abs(partial_sum(0.5, n_max) - filled_energy(0.5)) < 1e-10
assert abs(partial_sum(1.0, n_max) - filled_energy(1.0)) < 0.02
assert np.max(np.abs(orders[-6:] * 1.2 ** n_values[-6:])) > 10

# Numerical example with a round model parameter
beta_ev = -2.5
hartree_ev = physical_constants["Hartree energy in eV"][0]
benzene = filled_energy(1.0)
delocalization = (benzene - orders[0]) * beta_ev
assert abs(benzene - 8) < 1e-11

print(f"beta, chosen model parameter: {beta_ev:.2f} eV")
for n in range(7):
    print(f"E_{n}: {orders[n] + 0.0:.6f} beta")
print(f"second order from orbital sum: {second_sum:.6f} beta")
print(f"third order, particle part: {particle_part:.6f} beta")
print(f"third order, hole part: {hole_part:.6f} beta")
print(f"open chain E_2: {chain[2]:.6f} beta")
print(f"open chain |E_3|: {abs(chain[3]):.6f} beta")
for n in (0, 2, 3):
    print(f"order {n} energy at lambda=1: {orders[n] * beta_ev:.4f} eV")
for n in (2, 3, 4, 6, 10, 20, 60):
    value = partial_sum(1.0, n)
    print(f"lambda=1, sum through order {n}: {value:.6f} beta")
third_ev = partial_sum(1.0, 3) * beta_ev
print(f"lambda=1, sum through order 3: {third_ev:.4f} eV")
print(f"lambda=1, diagonalization: {benzene:.6f} beta")
print(f"lambda=1, diagonalization: {benzene * beta_ev:.4f} eV")
print(f"error of third-order sum: {third_ev - benzene * beta_ev:.4f} eV")
print(f"delocalization energy: {delocalization:.4f} eV")
print(f"delocalization energy: {delocalization / hartree_ev:.5f} hartree")
print(f"lambda=0.5, sum through order 3: {partial_sum(0.5, 3):.6f} beta")
print(f"lambda=0.5, diagonalization: {filled_energy(0.5):.6f} beta")
for n in (3, 20, 40, 60):
    print(f"lambda=1.2, sum through order {n}: {partial_sum(1.2, n):.4f} beta")
print(f"lambda=1.2, diagonalization: {filled_energy(1.2):.6f} beta")
print(f"branch point real part: {branch_point.real:.6f} (no unit)")
print(f"branch point imaginary part: {branch_point.imag:.6f} (no unit)")
print(f"branch point modulus: {abs(branch_point):.6f} (no unit)")
print(f"ranks of h and h^2 at branch point: {branch_ranks} (no unit)")
print(f"ranks of h and h^2 at lambda=-1: {crossing_ranks} (no unit)")
print(f"radius estimated from orders 57-60: {radius_estimate:.5f} (no unit)")
print(f"E_60 from recursion: {orders[60]:.6f} beta")
print(f"E_60 from large-order law: {large_order(60.0):.6f} beta")
print("all good")
```

Running it gives:

```
beta, chosen model parameter: -2.50 eV
E_0: 6.000000 beta
E_1: 0.000000 beta
E_2: 1.500000 beta
E_3: 0.750000 beta
E_4: 0.093750 beta
E_5: -0.234375 beta
E_6: -0.222656 beta
second order from orbital sum: 1.500000 beta
third order, particle part: 0.375000 beta
third order, hole part: 0.375000 beta
open chain E_2: 1.000000 beta
open chain |E_3|: 0.000000 beta
order 0 energy at lambda=1: -15.0000 eV
order 2 energy at lambda=1: -3.7500 eV
order 3 energy at lambda=1: -1.8750 eV
lambda=1, sum through order 2: 7.500000 beta
lambda=1, sum through order 3: 8.250000 beta
lambda=1, sum through order 4: 8.343750 beta
lambda=1, sum through order 6: 7.886719 beta
lambda=1, sum through order 10: 8.091202 beta
lambda=1, sum through order 20: 7.989752 beta
lambda=1, sum through order 60: 7.995566 beta
lambda=1, sum through order 3: -20.6250 eV
lambda=1, diagonalization: 8.000000 beta
lambda=1, diagonalization: -20.0000 eV
error of third-order sum: -0.6250 eV
delocalization energy: -5.0000 eV
delocalization energy: -0.18375 hartree
lambda=0.5, sum through order 3: 6.468750 beta
lambda=0.5, diagonalization: 6.464102 beta
lambda=1.2, sum through order 3: 9.4560 beta
lambda=1.2, sum through order 20: 8.6353 beta
lambda=1.2, sum through order 40: 26.1376 beta
lambda=1.2, sum through order 60: -302.0532 beta
lambda=1.2, diagonalization: 8.854211 beta
branch point real part: 0.500000 (no unit)
branch point imaginary part: 0.866025 (no unit)
branch point modulus: 1.000000 (no unit)
ranks of h and h^2 at branch point: [4, 2] (no unit)
ranks of h and h^2 at lambda=-1: [4, 4] (no unit)
radius estimated from orders 57-60: 1.00023 (no unit)
E_60 from recursion: -0.006245 beta
E_60 from large-order law: -0.006173 beta
all good
```
